# Exact Exponential Stress Update for a Maxwell Oxide

## A step that turns tension into compression

A silicon cylinder of radius 10 µm is oxidized in steam at 1100 °C. It already carries 500 nm of oxide, and growth stretches an oxide ring at the interface at a steady rate. The ring should build up a hoop tension and then hold it, since the oxide flows at this temperature. Explicit Euler with steps of 100 s gives instead, in MPa,

\[
0,\quad 42.4,\quad -42.4,\quad 127,\quad -212,\quad 467,\quad -891 .
\]

The steady stress of the model is 14.1 MPa. After ten minutes of process time the computed stress has the wrong sign and is 63 times too large in magnitude. In a process simulator such values would enter the force balance and any stress-dependent growth law.

A 100 s step is not long for the growth: the film thickens by about 13 nm in it. It is long for the oxide's stress memory, which here lasts 33 s. The update should let the growth choose the step.

## The model

Split the stress into a mean part and a deviatoric part \(\mathbf s\), which has zero trace. Tension is positive. The mean part follows from the volumetric response and the force balance and is treated separately. Let \(\dot{\mathbf e}\) be the deviatoric strain rate, in tensor components, so that a shear component is half the engineering shear rate. Strains and rotations are small, and the oxide is isotropic.

A Maxwell material is a spring and a dashpot in series. Both carry the same stress, and their strain rates add:

\[
\mathbf s=2G\,\mathbf e_{\rm el},\qquad
\dot{\mathbf e}=\dot{\mathbf e}_{\rm el}+\frac{\mathbf s}{2\eta}.
\]

Here \(G\) is the shear modulus and \(\eta\) the viscosity. With \(G\) constant, the first relation gives \(\dot{\mathbf e}_{\rm el}=\dot{\mathbf s}/(2G)\). Insert this in the second and multiply by \(2G\):

\[
\dot{\mathbf s}+\frac{\mathbf s}{\tau}=2G\,\dot{\mathbf e},
\qquad \tau=\frac{\eta}{G}. \tag{1}
\]

At constant strain rate the stress is steady when \(\dot{\mathbf s}=0\), that is at

\[
\mathbf s_\infty=2G\tau\,\dot{\mathbf e}=2\eta\,\dot{\mathbf e}.
\]

The modulus has dropped out: in the steady state the spring no longer lengthens, and the dashpot takes up all further strain. Equation (1) acts on each component separately, so a scalar \(s\) will do for the algebra.

## Why explicit Euler fails

Explicit Euler uses the stress at the start of the step for the whole step. With \(h=\Delta t/\tau\) and \(2G\dot e=s_\infty/\tau\),

\[
s_{n+1}=s_n+\Delta t\left(\frac{s_\infty}{\tau}-\frac{s_n}{\tau}\right)
=(1-h)s_n+h\,s_\infty .
\]

Subtract \(s_\infty\) from both sides:

\[
s_{n+1}-s_\infty=(1-h)(s_n-s_\infty). \tag{2}
\]

The deviation from the steady stress is multiplied by \(1-h\) in each step, which gives these cases:

- For \(0<h\le1\) it shrinks without changing sign; at \(h=1\) it vanishes in one step.
- For \(1<h<2\) it alternates in sign and shrinks.
- For \(h=2\) it alternates and keeps its size.
- For \(h>2\) it alternates and grows, unless the start is exactly \(s_\infty\).

The stability limit is therefore \(\Delta t=2\tau\). The physical fault is that relaxation slows as the deviation decays, while Euler keeps the initial relaxation rate throughout the step. For \(h>1\) it removes more deviation than there was.

From zero stress, repeated use of (2) gives \(s_n=s_\infty[1-(1-h)^n]\). With \(G=30\) GPa and \(\eta=10^{12}\) Pa s,

\[
\tau=\frac{10^{12}\ \text{Pa s}}{3\times10^{10}\ \text{Pa}}=33.3\ \text{s},
\qquad h=\frac{100}{33.3}=3,\qquad 1-h=-2 .
\]

After six steps \(1-(-2)^6=-63\), and \(-63\times14.14=-891\) MPa, as listed above. The limit can also be found without (2), from runs of 200 steps started at zero stress: the step at which the final deviation equals the initial one is 66.67 s, which is \(2\tau\).

Halving the step to 50 s gives \(h=1.5\) and a factor of \(-0.5\). The stress then alternates about the steady value but converges, reaching 14.138 MPa after 600 s. Its first value is still \(1.5\,s_\infty\), an overshoot that the Maxwell equation does not have.

## Stability alone is not enough

Backward Euler uses the stress at the end of the step in the relaxation term:

\[
s_{n+1}=s_n+h(s_\infty-s_{n+1})
\;\Rightarrow\;
s_{n+1}=\frac{s_n+h\,s_\infty}{1+h}.
\]

Subtracting \(s_\infty\) gives a deviation factor \(1/(1+h)\), which lies between 0 and 1 for every positive step. The scheme is stable, but for \(h=3\) its first step from zero gives \(0.75\,s_\infty=10.6\) MPa. The solution of (1) is 13.4 MPa at that time, so the result is 21 % too low relative to it. Here the rate at which the deviation decays is taken from the end of the step, where it is smallest.

Both schemes replace a changing stress by one of its end values. Equation (1) is linear, however, and the relaxation inside the step can be integrated in closed form.

## Integrating the relaxation

Let \(G\), \(\eta\) and \(\dot e\) be constant during the step, and let \(t'\) be the time since its start. Multiply (1) by \(e^{t'/\tau}\). By the product rule the left side becomes one derivative:

\[
e^{t'/\tau}\left(\dot s+\frac{s}{\tau}\right)
=\frac{d}{dt'}\left(e^{t'/\tau}s\right)=2G\dot e\,e^{t'/\tau}.
\]

Integrate from 0 to \(\Delta t\):

\[
e^{h}s_{n+1}-s_n=2G\dot e\,\tau\,(e^{h}-1)=2\eta\dot e\,(e^{h}-1).
\]

Multiply by \(a=e^{-h}\) and restore the tensor:

\[
\boxed{\;\mathbf s_{n+1}=a\,\mathbf s_n+(1-a)\,2\eta\,\dot{\mathbf e},
\qquad a=e^{-\Delta t/\tau}\;} \tag{3}
\]

No approximation has been made beyond the stated constancy. The first term is the old stress that survives; the second is the stress built up during the step, already partly relaxed.

**Stability.** Two solutions with the same strain rate but different starting stresses differ by \(a\) times their initial difference after one step. Since \(0<a<1\) for every \(\Delta t>0\), errors in the stress decay whatever the step. There is no alternation, because \(a\) is positive.

**Boundedness.** The new stress is a weighted mean of \(\mathbf s_n\) and \(\mathbf s_\infty\), with positive weights that add to one. By the triangle inequality its norm cannot exceed the larger of their norms. Its trace is zero if theirs are.

**Composition.** Take two steps with factors \(a_1\) and \(a_2\) and the same \(G\), \(\eta\) and \(\dot e\):

\[
a_2\left[a_1s_0+(1-a_1)s_\infty\right]+(1-a_2)s_\infty
=a_1a_2s_0+(1-a_1a_2)s_\infty .
\]

As \(a_1a_2=e^{-(\Delta t_1+\Delta t_2)/\tau}\), this is one step of the combined length. Dividing the interval changes nothing.

**Limits.** For \(h\ll1\), \(a\approx1-h\), and (3) reduces to explicit Euler at first order in \(h\). For \(h\gg1\), \(a\to0\) and the stress goes to \(2\eta\dot e\): the oxide behaves as a viscous liquid that has forgotten its past.

## The form a finite-element code needs

A mechanical solver supplies a strain increment \(\Delta\mathbf e=\dot{\mathbf e}\,\Delta t\). Put \(\dot{\mathbf e}=\Delta\mathbf e/\Delta t\) in (3) and use \(\eta/\Delta t=G\tau/\Delta t=G/h\):

\[
\mathbf s_{n+1}=a\,\mathbf s_n+2G_{\rm eff}\,\Delta\mathbf e,
\qquad G_{\rm eff}=G\,\frac{1-a}{h}. \tag{4}
\]

For constant \(\eta\), \(2G_{\rm eff}\) is the derivative of the new stress with respect to the strain increment, so it is the deviatoric stiffness to assemble. It tends to \(2G\) for short steps and to \(2\eta/\Delta t\) for long ones. At \(h=3\), \(a=0.0498\) and

\[
G_{\rm eff}=30\times\frac{0.9502}{3}=9.50\ \text{GPa}.
\]

For very small \(h\) the subtraction \(1-e^{-h}\) loses digits, because \(e^{-h}\) is rounded near 1. At \(h=10^{-10}\) the relative error in double precision is \(8\times10^{-8}\). The library function `expm1(x)`, which returns \(e^x-1\) without this subtraction, gives \(1-a\) as `-expm1(-h)` with an error at rounding level.

The update for each element is then:

1. Compute \(h=\Delta t\,G/\eta\), \(a\), and \(1-a\) from `expm1`.
2. Pass \(a\,\mathbf s_n\) and \(G_{\rm eff}\) to the force balance and solve for \(\Delta\mathbf e\).
3. Store \(\mathbf s_{n+1}\) from (4).

## The strain rate on a cylinder

Let \(R\) be the silicon radius and \(v\) the oxide volume produced per unit interface area and time. Each volume of oxide consumes a fraction \(\alpha=0.44\) of its own volume in silicon, so \(\dot R=-\alpha v\).

Follow an oxide ring formed at radius \(R_0\). Per unit length, the silicon consumed since then has area \(\pi(R_0^2-R^2)\). It has become oxide of area \(\pi(R_0^2-R^2)/\alpha\), which lies between the silicon and the ring. With incompressible flow and no axial strain, the ring radius \(r\) obeys

\[
r^2=R^2+\frac{R_0^2-R^2}{\alpha}.
\]

Differentiate and insert \(\dot R\):

\[
2r\dot r=2R\dot R\left(1-\frac1\alpha\right)
=-2\alpha vR\left(1-\frac1\alpha\right)=2(1-\alpha)vR .
\]

The circumference is proportional to \(r\), so the hoop strain rate is

\[
\dot e=\frac{\dot r}{r}=\frac{(1-\alpha)vR}{r^2}. \tag{5}
\]

Incompressibility makes the radial rate \(-\dot e\), and the axial rate is zero. The deviatoric stress of a ring that starts unstressed is then \((-s,s,0)\) in the radial, hoop and axial directions.

For the growth speed take the planar Deal–Grove law, \(x^2+Ax=Bt+\text{const}\), with thickness \(x\), \(B=0.5\) µm²/h and \(A=0.1\) µm. Its time derivative is \((2x+A)v=B\), so at 500 nm

\[
v=\frac{0.5}{2(0.5)+0.1}=0.455\ \text{µm/h}=0.126\ \text{nm/s}.
\]

Radial diffusion on the cylinder would replace \(2x\) by \(2R\ln(1+x/R)\) and raise \(v\), and all stresses below, by about 2 %; the planar value is kept for simplicity. A ring just formed has \(r=R=10^4\) nm, and

\[
\dot e=\frac{0.56\times0.1263}{10^4}=7.07\times10^{-6}\ \text{s}^{-1},
\qquad s_\infty=2\eta\dot e=14.1\ \text{MPa}.
\]

With this rate held fixed, the hoop deviatoric stress in MPa is:

| Time (s) | Exact | Explicit | Backward |
|---:|---:|---:|---:|
| 100 | 13.44 | 42.4 | 10.61 |
| 200 | 14.11 | −42.4 | 13.26 |
| 300 | 14.14 | 127.3 | 13.92 |
| 600 | 14.14 | −890.9 | 14.14 |

The first exact entry is \(0.9502\times14.14\). Backward Euler ends at the right value because the steady state is correct in all three schemes; its error lies in the approach. The remaining values are in the numerical output.

## When the strain rate changes

Growth slows as the film thickens, so a constant rate is an approximation. For a varying rate, the same integrating factor gives

\[
s(t_{n+1})=a\,s(t_n)+2G\int_{t_n}^{t_{n+1}}e^{-(t_{n+1}-t)/\tau}\,\dot e(t)\,dt .
\]

Suppose the update uses a constant rate that differs from the true one by at most \(\delta\) within any step. Subtract (3), and let \(E_n\) be the magnitude of the stress error. The integral of the exponential is \(\tau(1-a)\), so

\[
E_{n+1}\le aE_n+2G\delta\,\tau(1-a)=aE_n+(1-a)\,2\eta\delta .
\]

If \(E_n\le2\eta\delta\), the right side is at most \(2\eta\delta\) too. Starting from \(E_0=0\), the error therefore never exceeds \(2\eta\delta\), however many steps are taken.

In the example, let each 100 s step use the rate at its start. The bound is 0.34 MPa, and the largest error at the step ends, against direct integration of the varying rate, is 0.23 MPa. Where growth imposes the strain rate, as in this incompressible cylinder, the step is now limited by how fast growth changes. Where the strain increment comes from a force balance with elastic neighbours, the rate can vary within a step on the scale of \(\tau\), and (4) is then no longer exact. For oxide relaxing against a series spring of stiffness \(2G\), a step with \(h=3\) gives a decay factor of 0.278 instead of 0.223.

Holding the initial rate for the full 600 s costs more. The true stress is then 12.5 MPa, 11.8 % below the constant-rate value. The film has reached 571 nm, which lowers \(v\) by the factor \(1100/1242=0.885\). The smaller silicon radius and larger ring radius lower \(\dot e\) by a further 1 %. The stress lags behind the falling rate by about \(\tau\), which returns some 0.7 %.

## When the viscosity depends on stress

At high stress, oxide flow is often described by the Eyring law

\[
\eta(s)=\eta_0\frac{x}{\sinh x},\qquad x=\frac{|s|V}{2k_BT},
\]

where \(V\) is an activation volume and \(\eta_0\) the low-stress viscosity. Let \(x_{\rm lin}\) be the value of \(x\) at the linear steady stress \(2\eta_0\dot e\). The steady condition \(s=2\eta(s)\dot e\), multiplied by \(V/(2k_BT)\), reads \(x=x_{\rm lin}\,x/\sinh x\), hence

\[
\sinh x=x_{\rm lin}.
\]

With \(V=0.3\) nm³, \(x_{\rm lin}=0.11\) at 1100 °C, and the stress falls by 0.2 %. Constant viscosity is a good approximation there.

At 1000 °C it is not. With a viscosity activation energy of 5 eV, \(\eta_0\) rises to \(2.8\times10^{13}\) Pa s. At the same strain rate, held fixed, the linear model has a steady stress of 391 MPa and the Eyring law 225 MPa, a reduction of 42 %. Since \(\eta_0/G\) is now 921 s, growth slows before these values are reached: with the slowing growth of the example the ring peaks at about 269 and 196 MPa, a reduction of 27 %. These figures keep the growth constants of 1100 °C. With typical steam values for 1000 °C, \(B=0.287\) µm²/h and \(A=0.226\) µm, growth is about half as fast: the steady stresses are 201 and 153 MPa (24 %) and the peaks 158 and 134 MPa (15 %).

The stability statement changes as well. Suppose (3) is used with the viscosity frozen at its start-of-step value. The map is

\[
F(s)=s+[1-a(s)]\,[2\eta(s)\dot e-s].
\]

At the steady stress the second bracket vanishes, so the derivative of \(a\) does not contribute. There \(2\dot e=s/\eta\), and the Eyring law gives \(d\ln\eta/d\ln s=1-x\coth x\). Thus

\[
F'=1+(1-a)\left(\frac{d\ln\eta}{d\ln s}-1\right)=1-(1-a)\,x\coth x .
\]

Small deviations decay if \((1-a)\,x\coth x<2\). For long steps, \(a\to0\), this requires \(x\coth x<2\), or \(x\) below about 1.9. The edge is at \(x=1.915\), and the 1000 °C case at the strain rate of 1100 °C, with \(x=1.919\), lies just past it. Steps of 5000 s end up alternating between about 201 and 249 MPa. Steps of 3000 s converge only nominally: \(F'=-0.997\), the stress runs 376, 102, 340, 125 MPa from zero, and some 670 steps pass before it stays within 1 % of 225 MPa. Steps of 1000 s get there after 8 steps. With the slower growth of 1000 °C, \(x=1.31\), and small deviations decay for any step. At higher stress, frozen viscosity thus limits the step again. The limit comes from freezing \(\eta\), not from the Eyring law. For a single stress component at constant rate, \(\tau_0\dot x=x_{\rm lin}-\sinh x\) with \(\tau_0=\eta_0/G\). In terms of \(u=e^x\) and \(u_\pm=x_{\rm lin}\pm\sqrt{1+x_{\rm lin}^2}\), the ratio \((u-u_+)/(u-u_-)\) decays as \(\exp\!\big(-\sqrt{1+x_{\rm lin}^2}\,t/\tau_0\big)\). This gives an exact step that is stable for every \(\Delta t\). Backward Euler with the end-of-step viscosity is also stable for long steps.

Explicit Euler has the same form with \(1-a\) replaced by \(h\), evaluated at the steady viscosity. Since \(h=(\Delta t/\tau_0)\sinh x/x\), with \(\tau_0=\eta_0/G\), its local limit is

\[
\Delta t<\frac{2\tau_0}{\cosh x}.
\]

At 1000 °C, \(2\tau_0=1842\) s and \(\cosh x=\sqrt{1+x_{\rm lin}^2}\approx3.5\), so the limit is about 530 s. A 100 s Euler step is stable there. At this strain rate, Euler's difficulty is greatest where the oxide is hot and fluid, which is also where the linear exact update is at its best.

## The model beside a real oxide

The inputs are rough typical values for steam oxidation near 1100 °C. The viscosity is the least certain, since it depends strongly on temperature and on water in the oxide. In this model a furnace 5 K too cold raises it by 17 %. At fixed growth speed the steady stress rises by the same amount; with typical Deal–Grove activation energies growth also slows by about 3 %, which leaves about 14 %. Across the film, (5) makes the strain rate 9 % lower at the outer surface than at the silicon.

Stress can also act back on growth. In the steady viscous state \(s(r)=s_\infty R^2/r^2\). Radial force balance, \(d\sigma_{rr}/dr=2s/r\), with a free surface at \(b=R+x\), where \(x\) is again the thickness, gives

\[
\sigma_{rr}(r)=-\int_r^b\frac{2s_\infty R^2}{q^3}\,dq
=-s_\infty R^2\left(\frac1{r^2}-\frac1{b^2}\right).
\]

The mean stress is \(\sigma_{rr}+s=s_\infty R^2/b^2=12.8\) MPa, a tension that is uniform where the oxide has reached this viscous state. A ring is born unstressed, so over the first 10 to 20 nm from the silicon the mean stress rises from \(\sigma_{rr}(R)\), which is compressive, to this value. With the viscosity of 1000 °C the viscous state is not reached across the film, and the mean stress is not uniform. If tension raises the oxidant diffusivity by \(\exp(\sigma V_D/k_BT)\), with \(\sigma\) this mean stress and \(V_D=0.075\) nm³, the increase is 5 %. This is only one part of the feedback. At the interface the normal stress is compressive, \(\sigma_{rr}(R)=-1.3\) MPa here, and may slow the interface reaction by a factor \(\exp(\sigma_{rr}V_R/k_BT)\). In this example that matters little: the reaction makes up only \(A/(2x+A)=9\) % of the resistance to growth, and the net gain in speed stays at 4.5 to 4.7 % for \(V_R\) up to 0.3 nm³. For \(x\gg R\) the formulas give \(\sigma_{rr}(R)\to-s_\infty\) and a much smaller mean tension, so this balance does not carry over to sharp corners.

The 10 µm radius is far larger than a typical device corner. At 100 nm, with growth speed and temperature held fixed, (5) gives a strain rate 100 times higher at the interface. The linear steady stress at that rate would be 1.4 GPa, while the Eyring law gives about 0.4 GPa. A ring moves away from so small a radius quickly, so with the slowing planar growth its stress peaks at about 1.16 GPa in the linear model, after a hoop strain of 6 %, and at 0.39 GPa with the Eyring law. With this growth law the constant-viscosity result is about three times the Eyring value, and the frozen-viscosity step must satisfy the condition above, here about 9 s. These figures are rough, since the planar growth law and the small-strain assumption are both poor at this radius. With radial diffusion through the 500 nm film, \(v\) is 2.4 times larger: the peaks become about 2.5 and 0.5 GPa, a ratio of five, the linear peak comes at a hoop strain of 12 %, and the step limit falls to about 3 s.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
temperature: 1100 C = 1373.15 K
shear modulus G: 30 GPa
viscosity eta: 1.0e+12 Pa s
parabolic constant B: 0.50 um^2/h
Deal-Grove length A: 0.10 um
silicon/oxide volume ratio alpha: 0.44
silicon radius: 10 um
initial oxide thickness: 500 nm
flow activation volume: 0.30 nm^3
diffusion activation volume: 0.075 nm^3
viscosity activation energy: 5.0 eV
STEP QUANTITIES
initial growth speed: 0.1263 nm/s
initial hoop strain rate: 7.0707e-06 1/s
relaxation time tau: 33.333 s
time step: 100 s; h = 3.000
exact memory factor: 0.049787
explicit Euler factor: -2.000
backward Euler factor: 0.250
effective modulus: 9.5021 GPa
steady stress 2*eta*rate: 14.1414 MPa
Euler limit found from runs: 66.6667 s
HOOP DEVIATORIC STRESS (MPa)
time(s)   exact    explicit Euler   backward Euler
    0     0.0000         0.0000         0.0000
  100    13.4374        42.4242        10.6061
  200    14.1064       -42.4242        13.2576
  300    14.1397       127.2727        13.9205
  400    14.1413      -212.1212        14.0862
  500    14.1414       466.6667        14.1276
  600    14.1414      -890.9091        14.1380
Euler, 50 s steps, at 600 s: 14.1380 MPa
relative error of 1-exp(-h), h=1e-10: 8.28e-08
relative error with expm1: 3.4e-17
NEGLECTED EFFECTS
oxide thickness at 600 s: 571.2 nm
stress at 600 s, slowing growth: 12.4667 MPa
change from slowing growth: -11.84 %
largest frozen-rate error: 0.2344 MPa
bound on that error: 0.3408 MPa
strain rate, outer vs inner: -9.30 %
Eyring change at 600 s: -0.207 %
viscosity change, 5 K colder: 16.7 %
hydrostatic tension: 12.827 MPa
diffusivity change by tension: 5.21 %
AT 1000 C, SAME STRAIN RATE
viscosity: 2.763e+13 Pa s
relaxation time: 921.0 s
Euler limit, low stress: 1842 s
steady stress, constant viscosity: 390.7 MPa
steady stress, Eyring viscosity: 224.9 MPa
```
